# Electron Fraction in Germanium's Direct Valley at Room Temperature

## Problem

The lowest conduction-band minima of germanium lie at the L points of the Brillouin zone. A further minimum, the direct valley, lies at the zone centre Γ, at an energy \(\Delta=0.136\) eV above the L minima. Conduction electrons in an unstrained n-type crystal are in thermal equilibrium at \(T=300\) K, and their density is low enough for Boltzmann statistics. What fraction of them is in the direct valley?

Take the bands to be parabolic near each minimum. The masses, in units of the free-electron mass \(m_0\), are round model values:

- L valley, along its axis: \(m_l=1.6\).
- L valley, in the two directions across its axis: \(m_t=0.08\).
- Γ valley, in all directions: \(m_\Gamma=0.04\).

Let \(n_L\) be the electron density in all the L valleys together and \(n_\Gamma\) that in the Γ valley. With other minima left out, the quantity asked for is

\[
f=\frac{n_\Gamma}{n_L+n_\Gamma}=\frac{r}{1+r},\qquad r=\frac{n_\Gamma}{n_L},
\]

where the second form follows on dividing numerator and denominator by \(n_L\). Electrons bound to donors belong to neither density.

## First estimate by scaling

Two things disfavour the Γ valley: its states lie higher, and there are fewer of them.

The energy enters through the Boltzmann factor. With \(k_BT\approx0.026\) eV, the offset is a little over five thermal energies, and \(e^{-\Delta/k_BT}\) is about 0.005.

The number of states follows from the size of the thermally occupied region in wavevector space. Along a principal axis with mass \(m_i\), the kinetic energy reaches \(k_BT\) at

\[
\frac{\hbar^2k_i^2}{2m_im_0}=k_BT
\quad\Rightarrow\quad
k_i=\frac{\sqrt{2m_im_0k_BT}}{\hbar}\propto\sqrt{m_i}.
\]

Allowed wavevectors are uniformly spaced, so the number of accessible states in one valley scales as \(k_1k_2k_3\propto\sqrt{m_1m_2m_3}\). This product is \(m_\Gamma^{3/2}=0.008\) for Γ and \(\sqrt{m_lm_t^2}\approx0.1\) for one L valley.

It remains to count the L valleys. In units of \(2\pi/a\), with \(a\) the cubic lattice constant, the L points are \((\pm\tfrac12,\pm\tfrac12,\pm\tfrac12)\), eight in all. Two of them are the same electronic state if they differ by a reciprocal-lattice vector. The reciprocal lattice is generated by

\[
(-1,1,1),\qquad(1,-1,1),\qquad(1,1,-1).
\]

All components of these vectors are odd. In any integer combination of them, the three components are therefore all even or all odd. Opposite L points differ by a vector such as \((1,1,1)\), which has this property and is the sum of the three generators, so they are equivalent. Two L points that are not opposite differ in one or two signs. Their difference has one or two components equal to \(\pm1\) and the rest zero. Its parities are mixed, so these points are distinct. The eight points thus form four pairs, and there are four L valleys.

The estimate is

\[
r\sim\frac{0.008}{4\times0.1}\times0.005=0.02\times0.005=1\times10^{-4}.
\]

About one electron in ten thousand should be in the direct valley. The scaling argument has not yet shown that the numerical factor omitted from the count of states is the same for a sphere and for an elongated ellipsoid.

## Exact solution of the model

**One valley.** Let a valley have its edge at energy \(E_v\), and measure \(\mathbf k\) from its minimum along the principal axes. Then

\[
E(\mathbf k)=E_v+\sum_{i=1}^{3}\frac{\hbar^2k_i^2}{2m_im_0}.
\]

In equilibrium both kinds of valley share one Fermi level \(\mu\). If \(\mu\) lies several \(k_BT\) below the L edge, the exponential in the Fermi function is much larger than one for every conduction state, and

\[
\frac{1}{e^{(E-\mu)/k_BT}+1}\approx e^{-(E-\mu)/k_BT}.
\]

There are \(d^3k/(2\pi)^3\) wavevectors per unit volume of crystal, each with two spin states. The density in the valley is

\[
n_v=2\,e^{-(E_v-\mu)/k_BT}\int\frac{d^3k}{(2\pi)^3}
\exp\left(-\sum_i\frac{\hbar^2k_i^2}{2m_im_0k_BT}\right).
\]

The occupied region is taken to be small compared with the Brillouin zone, so the limits may be extended to infinity. The integral then splits into three Gaussian integrals. From \(\int e^{-bk^2}dk=\sqrt{\pi/b}\), with \(b=\hbar^2/(2m_im_0k_BT)\), each equals

\[
\int_{-\infty}^{\infty}e^{-\hbar^2k_i^2/(2m_im_0k_BT)}\,dk_i
=\frac{\sqrt{2\pi m_im_0k_BT}}{\hbar}.
\]

The product of the three contains \((2\pi)^{3/2}\), and division by \((2\pi)^3\) leaves \((2\pi)^{-3/2}\). Hence

\[
n_v=N_v\,e^{-(E_v-\mu)/k_BT},\qquad
N_v=2\left(\frac{m_0k_BT}{2\pi\hbar^2}\right)^{3/2}\sqrt{m_1m_2m_3}.
\]

The quantity \(N_v\) is the effective density of states of the valley. The masses enter it through \(\sqrt{m_1m_2m_3}\) alone, whatever the shape or orientation of the ellipsoid.

**The ratio.** For the four L valleys together and for Γ,

\[
N_L=8\left(\frac{m_0k_BT}{2\pi\hbar^2}\right)^{3/2}\sqrt{m_lm_t^2},
\qquad
N_\Gamma=2\left(\frac{m_0k_BT}{2\pi\hbar^2}\right)^{3/2}m_\Gamma^{3/2}.
\]

On division the common factor cancels, and so does \(e^{\mu/k_BT}\). The edge energies leave \(E_\Gamma-E_L=\Delta\):

\[
\boxed{\,r=\frac{m_\Gamma^{3/2}}{4\sqrt{m_lm_t^2}}\;e^{-\Delta/k_BT},\qquad f=\frac{r}{1+r}\,}
\]

Because \(\mu\) has dropped out, the fraction does not depend on the donor concentration or on how many donors are ionized, as long as the gas is nondegenerate.

**Numbers.** At 300 K, \(k_BT=0.025852\) eV, so \(\Delta/k_BT=5.2607\) and the Boltzmann factor is \(5.1916\times10^{-3}\). The ratio of effective densities is

\[
\frac{N_\Gamma}{N_L}=\frac{0.008000}{4\times0.101193}=0.01976,
\]

which corresponds to \(N_L=1.0157\times10^{19}\) cm⁻³ and \(N_\Gamma=2.0075\times10^{17}\) cm⁻³. Therefore

\[
r=0.01976\times5.1916\times10^{-3}=1.026\times10^{-4},
\qquad f=1.026\times10^{-4}.
\]

The denominator \(1+r\) lowers \(f\) relative to \(r\) by about one part in ten thousand. In view of the round masses the answer is \(f\approx1.0\times10^{-4}\), or 0.010 percent.

This was tested without the Gaussian integrals, by summing Boltzmann factors over the allowed wavevectors of a periodic cube of side 60 nm, with all four tilted L ellipsoids included. The sum gives \(f=1.0260\times10^{-4}\), the same as the formula to the digits shown.

## Comparison of the two

The scaling estimate was \(1\times10^{-4}\) and the solution is \(1.026\times10^{-4}\). The solution is 2.6 percent above the estimate because of rounding: 0.02 stood for 0.01976, and 0.005 stood for 0.00519. The scaling argument itself loses nothing here, because the factor it omitted is the same for every parabolic valley. Substituting \(k_i=q_i\sqrt{2m_im_0k_BT}/\hbar\) shows why. It turns each ellipsoid into the same sphere in \(\mathbf q\), and the masses survive only in the Jacobian, which is proportional to \(\sqrt{m_1m_2m_3}\).

The Boltzmann factor alone would have given \(r\approx0.005\), too large by the factor \(N_L/N_\Gamma=50.6\). This factor can be expressed as an energy by writing

\[
r=\exp\left(-\frac{\Delta+k_BT\ln(N_L/N_\Gamma)}{k_BT}\right).
\]

The second term is \(0.02585\times\ln50.6\approx0.10\) eV. At 300 K the scarcity of Γ states thus weighs about three quarters as much as the offset itself. If \(\Delta\) were reduced to zero with the masses unchanged, \(r\) would rise only to 0.0198, and about 2 percent of the electrons would be in the direct valley. Equal populations would require the Γ edge to lie about 0.10 eV below the L edge, provided the Γ valley itself stays dilute, that is, for densities well below \(N_\Gamma\). With the full Fermi function the required shift grows to 0.104 eV at a total density of \(10^{17}\) cm⁻³, 0.123 eV at \(10^{18}\) cm⁻³ and 0.28 eV at \(10^{19}\) cm⁻³.

## Sensitivity to the input

For small changes, 1 percent in the offset alters \(r\) by about \(\Delta/k_BT=5.3\) percent, more than 1 percent in any of the masses does. A change \(\delta\Delta\) multiplies \(r\) by \(e^{-\delta\Delta/k_BT}\), so lowering the offset by 0.010 eV raises \(r\) by the factor 1.47. The fraction is \(1.51\times10^{-4}\) for \(\Delta=0.126\) eV and \(0.70\times10^{-4}\) for \(\Delta=0.146\) eV.

For the masses, the logarithm of the result gives

\[
\frac{dr}{r}=\frac32\frac{dm_\Gamma}{m_\Gamma}-\frac12\frac{dm_l}{m_l}-\frac{dm_t}{m_t}.
\]

An increase of \(m_\Gamma\) by 1 percent therefore raises \(r\) by about 1.5 percent.

The factors \(T^{3/2}\) in the two effective densities have cancelled. With \(\Delta\) and the masses held fixed, temperature acts through the exponential alone:

\[
\frac{d\ln r}{dT}=\frac{d}{dT}\left(-\frac{\Delta}{k_BT}\right)=\frac{\Delta}{k_BT^2}
=\frac{5.2607}{300\ \mathrm K}=1.75\ \text{percent/K}.
\]

A finite difference of the wavevector sums confirms this slope. If the offset itself varies with temperature, differentiating \(-\Delta(T)/k_BT\) adds the term \(-(d\Delta/dT)/k_BT\). A drift of \(-5\times10^{-5}\) eV/K, for example, would add 0.19 percent/K, so the 1.75 percent/K holds for a fixed offset only.

## When the electrons are no longer dilute

At higher density the Fermi function must be kept. The same substitution to \(\mathbf q\), followed by \(x=q^2\), gives for any parabolic valley

\[
n_v=N_vF(\eta_v),\qquad
F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},\qquad
\eta_v=\frac{\mu-E_v}{k_BT}.
\]

For \(\eta<0\) the integrand may be expanded in powers of \(e^{\eta-x}\), which is less than one:

\[
\frac{1}{1+e^{x-\eta}}=e^{\eta-x}-e^{2(\eta-x)}+\dots
\]

With \(\int_0^\infty\sqrt x\,e^{-jx}dx=\sqrt\pi/(2j^{3/2})\), the first two terms give

\[
F(\eta)\approx e^{\eta}\left(1-\frac{e^{\eta}}{2^{3/2}}\right).
\]

Write \(\eta\) for the L value; the Γ value is then \(\eta-\Delta/k_BT\). The ratio of populations becomes

\[
\frac{n_\Gamma}{n_L}\approx r\,
\frac{1-e^{\eta-\Delta/k_BT}/2^{3/2}}{1-e^{\eta}/2^{3/2}}
\approx r\left[1+\frac{e^\eta}{2^{3/2}}\left(1-e^{-\Delta/k_BT}\right)\right].
\]

The last exponential is 0.005 and may be dropped beside one. To leading order the total density is \(n\approx N_Le^\eta\), so

\[
\frac{n_\Gamma}{n_L}\approx r\left(1+\frac{n}{2^{3/2}N_L}\right).
\]

The fraction rises with density. The Pauli principle limits the occupation of the low L states, while the Γ valley remains dilute and still fills in proportion to \(e^\eta\).

A numerical solution with the full Fermi function, with the offset and masses held at their dilute values, gives the table below. In a heavily doped crystal the band edges may themselves shift, which is not included.

| \(n\) (cm⁻³) | \((\mu-E_L)/k_BT\) | \(f\) | \(f\) relative to dilute value |
|---|---|---|---|
| \(10^{17}\) | −4.617 | \(1.030\times10^{-4}\) | 1.0035 |
| \(10^{18}\) | −2.284 | \(1.062\times10^{-4}\) | 1.035 |
| \(10^{19}\) | 0.328 | \(1.443\times10^{-4}\) | 1.41 |

At \(10^{17}\) cm⁻³ the first-order correction to \(r\) is 0.348 percent and the full one is 0.347 percent. The dilute formula is then ample, and the direct valley holds about \(10^{13}\) electrons per cm³. At \(10^{19}\) cm⁻³ the Fermi level lies above the L edge, so the expansion is no longer justified. The dilute formula is too low there: the full fraction exceeds it by 41 percent.

## When the Γ band is not parabolic

A light band departs from a parabola as the energy rises. A common model, with \(E\) measured from the Γ edge, is

\[
E(1+\alpha E)=\frac{\hbar^2k^2}{2m_\Gamma m_0}.
\]

The number of states below \(E\) is proportional to \(k^3\), hence to \(G(E)=[E(1+\alpha E)]^{3/2}\). The effective density is proportional to the thermal integral of \(dG/dE\). Integration by parts gives

\[
\int_0^\infty\frac{dG}{dE}e^{-E/k_BT}dE=\frac{1}{k_BT}\int_0^\infty G(E)\,e^{-E/k_BT}dE,
\]

since \(G\) vanishes at \(E=0\) and the exponential removes the upper boundary term. With \(x=E/k_BT\), the effective density is multiplied, relative to the parabolic case, by

\[
\frac{\int_0^\infty x^{3/2}(1+\alpha k_BT\,x)^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}
\approx1+\frac32\,\alpha k_BT\,\frac{\Gamma(7/2)}{\Gamma(5/2)}
=1+\frac{15}{4}\,\alpha k_BT.
\]

Here \(\Gamma(\cdot)\) is the gamma function, the expansion \((1+y)^{3/2}\approx1+\tfrac32y\) was used, and \(\Gamma(7/2)=\tfrac52\Gamma(5/2)\).

For a round value \(\alpha=1\) eV⁻¹ the first-order factor is 1.097, and quadrature of the full integral gives 1.099. The band bends below the parabola, which brings more states within thermal reach. The fraction becomes \(1.13\times10^{-4}\), about 10 percent above the parabolic value. Here the scaling argument does lose something: the valleys no longer map onto one common sphere, and the omitted factor differs between them. Nonparabolicity of the L valleys has not been included. A correction of the same kind there would raise \(n_L\), and would cancel part of this increase if its coefficient is smaller than that of Γ. A round value of 0.3 eV⁻¹ for L gives the factor 1.029, which leaves a net increase of about 7 percent and \(f\approx1.10\times10^{-4}\).

## What the fraction describes

The result rests on a common Fermi level. If electrons are injected or excited into Γ faster than they exchange with L, each valley may have its own quasi-Fermi level. The factors \(e^{\mu/k_BT}\) then no longer cancel. If both populations are dilute and each is still distributed thermally at the temperature \(T\), \(r\) is multiplied by \(e^{(\mu_\Gamma-\mu_L)/k_BT}\). If both valleys share one electron temperature above that of the crystal, the same form holds with that temperature in place of \(T\), both in \(r\) and in the factor. If the two valleys have different temperatures, this simple factor does not apply.

Other conduction minima would add to the total. If they hold \(r'\) electrons for each one in the L valleys, then \(f=r/(1+r+r')\), with \(r\) unchanged in the dilute limit. In germanium the six minima along the \(\langle100\rangle\) directions are of this kind. For an assumed offset of 0.17 to 0.21 eV above L, a longitudinal mass of 0.86 to 1.35 and a transverse mass of 0.19 to 0.29, \(r'\) lies between about \(0.8\times10^{-3}\) and \(7\times10^{-3}\). These valleys then hold roughly 8 to 70 times as many electrons as Γ, yet they lower \(f\) by less than 1 percent.

Finally, \(f\) is a share of the population and not of the current. The ratio of the two contributions to the conductivity is \(r\) times the ratio of the Γ and L mobilities, which this calculation does not supply. The main computed values are collected in the numerical output below.

## Table of computed values

```
Temperature: 300 K
Gamma-L offset: 0.136 eV
L longitudinal mass: 1.60 m0
L transverse mass: 0.08 m0
Gamma mass: 0.04 m0
Distinct L valleys: 4
Thermal energy kT: 0.025852 eV
Offset / kT: 5.2607 (dimensionless)
Boltzmann factor: 5.1916e-03 (dimensionless)
m_g^(3/2): 0.008000 (dimensionless)
sqrt(m_l m_t^2): 0.101193 (dimensionless)
Effective density, four L valleys: 1.0157e+19 cm^-3
Effective density, Gamma valley: 2.0075e+17 cm^-3
Density-of-states ratio N_g/N_L: 0.01976 (dimensionless)
Inverse ratio N_L/N_g: 50.60 (dimensionless)
Population ratio r: 1.0261e-04 (dimensionless)
Gamma fraction f, formula: 1.0260e-04 (dimensionless)
Gamma fraction f, state sum: 1.0260e-04 (dimensionless)
Gamma fraction f: 0.01026 percent
Electrons per Gamma electron, 1/f: 9747
Side of periodic crystal in state sum: 60 nm
f at offset 0.126 eV: 1.5105e-04 (dimensionless)
f at offset 0.146 eV: 6.9688e-05 (dimensionless)
Factor in r per 0.010 eV lower offset: 1.4723
d ln r/dT, formula: 1.7536 percent/K
d ln r/dT, state sums: 1.7536 percent/K
n = 1e+17 cm^-3: (mu-E_L)/kT = -4.617, f = 1.0295e-04, f/f_nondeg = 1.0035
n = 1e+18 cm^-3: (mu-E_L)/kT = -2.284, f = 1.0621e-04, f/f_nondeg = 1.0352
n = 1e+19 cm^-3: (mu-E_L)/kT = 0.328, f = 1.4426e-04, f/f_nondeg = 1.4060
Filling correction to r at 1e17 cm^-3, first order: 0.3481 percent
Filling correction to r at 1e17 cm^-3, Fermi-Dirac: 0.3468 percent
Nonparabolicity alpha: 1.0 1/eV
Gamma density factor, first order: 1.0969
Gamma density factor, quadrature: 1.0991
f with nonparabolic Gamma valley: 1.1276e-04 (dimensionless)
```
